# Cupric-ion diffusivity from rotating-disk limiting currents, with error propagation

## Problem

A smooth disk electrode of radius 0.25 cm, and hence area $A=0.19635\ \mathrm{cm^2}$, rotates in a dilute acid copper sulfate solution. The cupric-ion concentration is $C=0.010\ \mathrm{mol/L}=1.00\times10^{-5}\ \mathrm{mol/cm^3}$, the supporting acid is 1.0 mol/L, and the kinematic viscosity is $\nu=0.010\ \mathrm{cm^2/s}$. Each ion takes $n=2$ electrons. Reduction current is counted positive. The limiting currents $i$ are:

| Speed (rpm) | $\sqrt\omega$ (rad/s)$^{1/2}$ | $i$ (mA) |
|---|---|---|
| 400 | 6.4721 | 1.055 |
| 900 | 9.7081 | 1.585 |
| 1600 | 12.9442 | 2.107 |
| 2500 | 16.1802 | 2.628 |
| 3600 | 19.4163 | 3.160 |

The data are synthetic. They were computed from a numerical solution of diffusion in the full flow around a rotating disk, with a chosen diffusivity $D$. Random noise of standard deviation 0.010 mA was then added, and the currents were rounded to 0.001 mA.

(a) Estimate $D$ by scaling. (b) Derive the law that links the current to $D$, and extract $D$ from the data. (c) By what percentage does the extracted $D$ change if the slope of $i$ against $\sqrt\omega$ is 1% too high or too low, with all other inputs held fixed?

## First estimate by scaling

Assume steady laminar flow. The disk drags liquid around within a layer of thickness about $\sqrt{\nu/\omega}$, the distance over which viscosity spreads momentum in a time $1/\omega$. The rotating liquid is flung outward, and fresh liquid is drawn in along the axis to replace it.

Let $z$ be the distance from the disk. No slip makes the radial velocity vanish at the wall, so close to it $u\sim r\omega\,z\sqrt{\omega/\nu}$. Conservation of volume requires the axial velocity $w$ to satisfy $|\partial w/\partial z|\sim u/r$, so

$$|w|\sim \omega^{3/2}\nu^{-1/2}z^2 .$$

The ions are depleted in a thinner layer, of thickness $\delta$, where the diffusion speed $D/\delta$ matches the inflow speed $|w(\delta)|$:

$$\frac{D}{\delta}\sim\omega^{3/2}\nu^{-1/2}\delta^2
\quad\Rightarrow\quad
\delta\sim D^{1/3}\nu^{1/6}\omega^{-1/2}.$$

At the limiting current every ion that reaches the surface is reduced, so the surface concentration is zero and the gradient is about $C/\delta$. With $F=96485\ \mathrm{C/mol}$,

$$i\sim nFA\,\frac{DC}{\delta}\sim nFAC\,D^{2/3}\nu^{-1/6}\omega^{1/2}.$$

Take the unknown numerical factor as one. The 1600 rpm point gives a slope $S=i/\sqrt\omega=2.107/12.944=0.163$ mA/(rad/s)$^{1/2}$. Also $nFAC=0.379$ C/cm and $\nu^{1/6}=0.464$ in cm and s. Then

$$D\sim\left(\frac{S\,\nu^{1/6}}{nFAC}\right)^{3/2}
=\left(\frac{1.63\times10^{-4}\times0.464}{0.379}\right)^{3/2}
\approx2.8\times10^{-6}\ \mathrm{cm^2/s}.$$

Scaling already suggests an answer to (c): $D\propto S^{3/2}$, so a small relative error in $S$ grows by a factor 3/2. The value of $D$ itself needs the numerical factor.

## Exact solution

**The flow.** Use the scaled distance $\zeta=z\sqrt{\omega/\nu}$ and write the radial, azimuthal and axial velocities as

$$u=r\omega F(\zeta),\qquad v=r\omega G(\zeta),\qquad w=\sqrt{\nu\omega}\,H(\zeta).$$

Here $F(\zeta)$ is a velocity function; the Faraday constant appears only in the product $nFA$. Volume conservation, $\partial_r u+u/r+\partial_z w=0$, becomes $\omega(2F+H')=0$.

In the axial momentum equation every velocity term depends on $z$ alone, so $\partial p/\partial z$ does too, and $\partial p/\partial r$ cannot depend on $z$. Far from the disk there is no radial or azimuthal motion, so $\partial p/\partial r=0$ there and hence everywhere. The radial and azimuthal momentum equations are then

$$u\,\partial_r u+w\,\partial_z u-\frac{v^2}{r}=\nu\left(\partial_r^2u+\frac{\partial_r u}{r}-\frac{u}{r^2}+\partial_z^2u\right),$$

$$u\,\partial_r v+w\,\partial_z v+\frac{uv}{r}=\nu\left(\partial_r^2v+\frac{\partial_r v}{r}-\frac{v}{r^2}+\partial_z^2v\right).$$

Since $u$ and $v$ are proportional to $r$, the first three viscous terms cancel. Each $z$-derivative brings a factor $\sqrt{\omega/\nu}$. Every remaining term carries the factor $r\omega^2$, and dividing by it leaves

$$H'=-2F,\qquad F''=F^2-G^2+HF',\qquad G''=2FG+HG'.$$

The conditions are $F=H=0$, $G=1$ at the disk and $F,G\to0$ far away. Numerical solution gives $a\equiv F'(0)=0.51023$.

At the wall the second equation gives $F''(0)=-1$, so $F=a\zeta-\zeta^2/2+\dots$. Integrating $H'=-2F$,

$$H=-a\zeta^2+\frac{\zeta^3}{3}+\dots$$

**The concentration.** Excess acid carries nearly all the electric migration, so the cupric ions are taken to move by convection and diffusion alone. Neither $w$ nor the boundary concentrations depend on $r$, so a solution $c(z)$ exists, if the rim of the disk is ignored:

$$D\,c''=w\,c',\qquad c(0)=0,\qquad c(\infty)=C.$$

Keep the quadratic term of $H$. Then $w=-a\,\omega^{3/2}\nu^{-1/2}z^2$, and

$$\frac{c''}{c'}=-3\kappa z^2,\qquad \kappa=\frac{a\,\omega^{3/2}}{3D\nu^{1/2}}
\quad\Rightarrow\quad c'(z)=c'(0)\,e^{-\kappa z^3}.$$

A second integration, from the disk to the bulk, with $t=\kappa z^3$ and $dz=\tfrac13\kappa^{-1/3}t^{-2/3}dt$, gives

$$C=c'(0)\int_0^\infty e^{-\kappa z^3}dz
=c'(0)\,\frac{\Gamma(1/3)}{3\,\kappa^{1/3}}
=c'(0)\,\frac{\Gamma(4/3)}{\kappa^{1/3}} .$$

Thus $c'(0)=C/\delta$ with $\delta=\Gamma(4/3)\,\kappa^{-1/3}$. The current is $i=nFAD\,c'(0)$. Inserting $\kappa^{1/3}=(a/3)^{1/3}\omega^{1/2}D^{-1/3}\nu^{-1/6}$ gives the Levich equation,

$$i=S\sqrt\omega,\qquad S=B\,nFAC\,D^{2/3}\nu^{-1/6},\qquad B=\frac{(a/3)^{1/3}}{\Gamma(4/3)}=0.6205 .$$

The angular speed must be in rad/s for this value of $B$.

**The slope.** The law passes through the origin. Minimising $\sum(i-S\sqrt\omega)^2$ with respect to $S$ gives

$$S=\frac{\sum\sqrt\omega\,i}{\sum\omega}=\frac{153.366}{942.478}=0.16273\ \mathrm{mA/(rad/s)^{1/2}}.$$

Independent current errors of equal standard deviation $\sigma$ give $S$ the variance $\sigma^2\sum\omega/(\sum\omega)^2=\sigma^2/\sum\omega$. The standard error is therefore $0.010/\sqrt{942.478}=0.00033$ in the same unit, or 0.20% of $S$.

If the intercept is left free, the slope becomes 0.1623 with a standard error of 0.60%, three times as large. The fitted intercept, $0.006\pm0.013$ mA, is consistent with zero, so these data give no reason to abandon the line through the origin.

**The diffusivity.** Solving for $D$,

$$D=\left(\frac{S\,\nu^{1/6}}{B\,nFAC}\right)^{3/2}
=\left(\frac{1.6273\times10^{-4}\times0.46416}{0.62045\times0.37890}\right)^{3/2}
=5.76\times10^{-6}\ \mathrm{cm^2/s}.$$

**The error in the slope.** Take the logarithm of this expression and differentiate:

$$\frac{dD}{D}=\frac32\frac{dS}{S}-\frac32\frac{dC}{C}-\frac32\frac{dA}{A}+\frac14\frac{d\nu}{\nu}.$$

With $C$, $A$ and $\nu$ fixed, a finite relative slope error $e$ multiplies $D$ by

$$(1+e)^{3/2}=1+\frac32e+\frac38e^2+\dots$$

For $e=+0.01$ the change is $+1.504\%$, and $D$ becomes $5.846\times10^{-6}\ \mathrm{cm^2/s}$. For $e=-0.01$ it is $-1.496\%$, and $D$ becomes $5.673\times10^{-6}\ \mathrm{cm^2/s}$. The quadratic term causes the small asymmetry. So a 1% slope error produces an error of about 1.5% in $D$.

This was tested without the formula for $S$. The diffusion equation with the quadratic velocity was solved by finite differences, and $D$ was adjusted until the current rose by 1%. The required increase in $D$ was 1.5037%.

The physical reason is that the layer thickness responds to $D$. A larger $D$ speeds up diffusion but also thickens the depleted layer as $D^{1/3}$, so the current rises only as $D^{2/3}$. A current that responds weakly to $D$ determines $D$ less sharply. To know $D$ to 1%, one needs the slope to about 0.67%, even with the other inputs perfect.

## Correction for a finite Schmidt number

The Levich equation dropped the cubic term of $H$. To restore it, integrate $Dc''=wc'$ with the full velocity. Since $w\,dz/D=(\nu/D)H\,d\zeta$, and with $\mathrm{Sc}=\nu/D$,

$$\delta=\sqrt{\frac{\nu}{\omega}}\int_0^\infty
\exp\left[\mathrm{Sc}\left(-\frac{a\zeta^3}{3}+\frac{\zeta^4}{12}+\dots\right)\right]d\zeta .$$

The first term confines the integrand to $\zeta\sim\mathrm{Sc}^{-1/3}$. There the second term is of order $\mathrm{Sc}^{-1/3}$, and its exponential may be expanded to first order. Let $m=a\,\mathrm{Sc}/3$. The substitution $t=m\zeta^3$ gives

$$\int_0^\infty e^{-m\zeta^3}d\zeta=\Gamma(4/3)\,m^{-1/3},\qquad
\int_0^\infty\zeta^4e^{-m\zeta^3}d\zeta=\frac{\Gamma(5/3)}{3}\,m^{-5/3}.$$

The relative increase of $\delta$ is $\mathrm{Sc}/12$ times the ratio of the second integral to the first:

$$\frac{\mathrm{Sc}}{36}\frac{\Gamma(5/3)}{\Gamma(4/3)}\,m^{-4/3}=g\,\mathrm{Sc}^{-1/3},\qquad
g=\frac{1}{36}\left(\frac3a\right)^{4/3}\frac{\Gamma(5/3)}{\Gamma(4/3)}=0.298 .$$

The inflow is weaker than the quadratic law says, so the layer is thicker and the current smaller. The plain inversion reads this as a smaller $D$. To this order in $\mathrm{Sc}^{-1/3}$, the corrected value satisfies

$$D=D_{\rm Levich}\left[1+g\left(\frac D\nu\right)^{1/3}\right]^{3/2}.$$

Put $5.759\times10^{-6}$ on the right: the bracket is 1.0248, and $D=5.974\times10^{-6}$. A second round gives $5.977\times10^{-6}$, which no longer changes at this precision. Hence

$$D=5.98\times10^{-6}\ \mathrm{cm^2/s}=5.98\times10^{-10}\ \mathrm{m^2/s}.$$

The diffusivity used to make the data was $6.00\times10^{-6}\ \mathrm{cm^2/s}$. The corrected result is 0.38% below it. About 0.16% comes from the higher orders in $\mathrm{Sc}^{-1/3}$ that were dropped. The remaining 0.22% is within the standard error of $1.5\times0.20\%=0.30\%$ that the noise gives $D$.

The correction also changes the answer to (c) slightly. Write $x=g\,\mathrm{Sc}^{-1/3}$, which varies as $D^{1/3}$. Now $S\propto D^{2/3}/(1+x)$, so

$$\frac{d\ln S}{d\ln D}=\frac23-\frac13\frac{x}{1+x}.$$

With $x=0.025$ this is 0.6585, and its inverse, the error amplification, is 1.52. The numerical solution in the full flow agrees: a current 1% higher needs a $D$ that is 1.52% higher. The factor 3/2 is the limit of large Schmidt number.

## Comparison of the estimate and the solution

Scaling gave every exponent correctly, and with them the amplification factor 3/2. It missed the coefficient $B=0.6205$. Its diffusivity is therefore too small by the factor $B^{3/2}=0.49$: $2.8\times10^{-6}$ against $5.76\times10^{-6}\ \mathrm{cm^2/s}$. The same exponent that amplifies a slope error amplifies a missing coefficient.

The Levich solution has an error of its own. Its $D$ is 4.0% below the true one, far outside the 0.30% expected from noise. With noise-free currents the finite Schmidt number alone would make it 3.8% low. A good straight line does not reveal this bias, because the correction depends on $\nu/D$ and not on speed: it changes the slope but leaves the line straight.

## Real solutions

The parameters are round values in the rough regime of dilute acid copper sulfate near room temperature. Plating baths often hold several tenths of a mole of copper per litre. There the assumptions of excess acid and uniform liquid properties are much less secure.

For the present numbers, dissolved oxygen is the largest of the neglected effects that were sized. Take as rough inputs 0.25 mmol/L of oxygen, a diffusivity of $2\times10^{-5}\ \mathrm{cm^2/s}$ and four electrons per molecule. If oxygen is also reduced at its limiting rate, it adds 11% to the copper current and raises the extracted $D$ by 17%. Its current also grows as $\sqrt\omega$, so a free intercept cannot remove it. Purging the solution of oxygen removes it at the source.

A temperature error acts both on $D$ itself and on the inversion. Suppose the bath is 1 K warmer than the assumed 298 K, $\nu$ falls by 2%, and $D$ varies as $T/\nu$. The true $D$ then rises by 2.4%, but the extracted one rises by 2.8%. The difference between the two arises mainly because the old, too large $\nu$ is still used in the inversion.

Migration can be estimated in a stagnant film with $\mathrm{H^+}$ and $\mathrm{HSO_4^-}$ as supporting ions. Let their concentrations be $h$ and $s$, and let $\phi$ be the potential in units of $RT/F$. Neither ion has a net flux, so $h'=-h\phi'$ and $s'=s\phi'$, and the product $hs$ is constant. Neutrality requires $2c=s-h$. The cupric flux divided by $D$ is then

$$c'+2c\phi'=c'+s\phi'-h\phi'=(c+s+h)'.$$

At the disk $c=0$, so $s=h=\sqrt{s_0h_0}$, where the subscript marks bulk values. Relative to pure diffusion the flux is larger by the factor

$$1+\frac{s_0+h_0-2\sqrt{s_0h_0}}{C}=1+\frac{(\sqrt{1.02}-\sqrt{1.00})^2}{0.010}=1.0099 .$$

In this film model, ignoring migration would make $D$ about 1.5% too high. At a real rotating disk the supporting ions are also convected, and their diffusivities differ from that of the cupric ion. Both change the figure. The model also counts $\mathrm{HSO_4^-}$ as the only anion, whereas part of it dissociates to sulfate, which lowers the figure. The film value therefore gives only a rough size near the upper end: the extra current lies between a few tenths of a percent and about one percent.

The rim matters less. Radial diffusion competes with the wall shear there over about 1.3 µm at 400 rpm, a strip covering about 0.1% of the disk. The largest Reynolds number, $\omega R^2/\nu$ with $R$ the disk radius, is about 2400, well below the order of $10^5$ at which flow over a smooth disk becomes turbulent. A rough deposit or a wobbling disk could disturb the assumed flow at lower speeds.

The values behind these figures are listed in the numerical output below.

## Values computed for the example and the checks

```
Faraday constant: 96485.33 C/mol
Electrons per cupric ion: 2
Cupric concentration: 0.010 mol/L = 1.00e-05 mol/cm3
Supporting acid: 1.0 mol/L
Disk radius: 0.25 cm; area: 0.19635 cm2
Kinematic viscosity: 0.010 cm2/s
Hidden true D: 6.000e-06 cm2/s; Sc: 1666.7
Wall constant a: 0.51023
Levich coefficient B: 0.62045
Schmidt correction coefficient g: 0.2980
Current noise sigma: 0.010 mA
400 rpm: omega 41.888 rad/s, sqrt 6.4721 (rad/s)^0.5, i 1.055 mA
900 rpm: omega 94.248 rad/s, sqrt 9.7081 (rad/s)^0.5, i 1.585 mA
1600 rpm: omega 167.552 rad/s, sqrt 12.9442 (rad/s)^0.5, i 2.107 mA
2500 rpm: omega 261.799 rad/s, sqrt 16.1802 (rad/s)^0.5, i 2.628 mA
3600 rpm: omega 376.991 rad/s, sqrt 19.4163 (rad/s)^0.5, i 3.160 mA
Sum of omega: 942.478 rad/s
Sum of sqrt(omega)*i: 153.3658 mA (rad/s)^0.5
Slope through origin: 0.162726 mA/(rad/s)^0.5
Its standard error: 0.000326 mA/(rad/s)^0.5
Relative slope error: 0.200 %
Resulting relative D error: 0.300 %
Free-intercept slope: 0.162328 mA/(rad/s)^0.5
Its relative standard error: 0.602 %
Intercept: 0.0058 +/- 0.0134 mA
D, plain Levich: 5.7589e-06 cm2/s = 5.7589e-10 m2/s
Plain D minus true D: -4.02 %
D, Schmidt corrected: 5.9772e-06 cm2/s = 5.9772e-10 m2/s
Corrected D minus true D: -0.38 %
D with slope +1 %: 5.8455e-06 cm2/s
D with slope -1 %: 5.6728e-06 cm2/s
D change, slope +1 %, transport inversion: 1.5037 %
D change, slope -1 %, transport inversion: -1.4962 %
D change, slope +1 %, full flow: 1.5242 %
Monte Carlo error gain D/slope: 1.500
Finite-Sc change of current: -2.55 %
Finite-Sc bias of plain D: -3.81 %
Migration, film estimate, current: 0.99 %
Migration, film estimate, D: 1.49 %
Oxygen inputs (rough): 0.25 mmol/L, 2.0e-05 cm2/s
Oxygen current / copper current: 11.0 %
Oxygen bias of D if not purged: 17.0 %
Assumed bath 298.15 K; nu drop 2 % per K
Real D change for +1 K: 2.38 %
Apparent D change for +1 K: 2.84 %
Diffusion layer: 21.6 um at 400 rpm, 7.2 um at 3600 rpm
Rim length at 400 rpm: 1.32 um
Rim share of disk area: 0.11 %
Largest Reynolds number: 2356
```
